# Low-temperature resistivity of a spin-half Kondo impurity from Fermi-liquid phase shifts

Suppose the resistivity of a dilute magnetic alloy has been calculated or measured well below its Kondo temperature, and its impurity part falls from the zero-temperature value as $1-aT^2$. To turn $a$ into a Kondo temperature one must decide which coefficient to use. If only the energy dependence of the phase shift is kept, the coefficient is one third of the full one, and the inferred $T_K$ is too small by a factor $\sqrt3$. The missing part is inelastic scattering, and its strength follows from the same phase-shift expansion.

## Setting and result

Energies $\varepsilon$ are measured from the Fermi level, and $\sigma=\pm1$ labels spin. The assumptions are:

1. Impurities are dilute and independent. Each is a spin one half coupled antiferromagnetically to one s-wave channel of an isotropic metal.
2. The band is wide and flat on the scale $k_BT_K$, there is no magnetic field, and particles and holes are equivalent. Potential scattering is therefore absent at first.
3. $T\ll T_K$. The impurity spin is screened, and the low excitations are quasiparticles with phase shift

$$\delta_\sigma(\varepsilon)=\frac{\pi}{2}+\alpha\varepsilon-\phi\sum_{\varepsilon'}\delta n_{-\sigma}(\varepsilon').\tag{1}$$

Here $\delta n$ is the change of occupation from the filled Fermi sea. Equal spins do not appear in the last term because two of them cannot meet at one point. The value $\pi/2$ is that of a fully screened impurity with particle-hole symmetry.

**Theorem.** Let $T_K$ be defined by the zero-temperature impurity susceptibility,

$$\chi=\frac{(g\mu_B)^2}{4k_BT_K}.\tag{2}$$

Then, to second order in $T/T_K$, the impurity resistivity is

$$\frac{\rho(T)}{\rho(0)}=1-\frac{\pi^4}{16}\left(\frac{T}{T_K}\right)^2.\tag{3}$$

The proof fixes $\phi$ and $\alpha$, finds the inelastic loss, and averages the scattering rate.

## The two constants

**Lemma 1.** If $\nu$ is the number of s-wave levels per unit energy and spin, then $\nu\phi=\alpha$.

*Proof.* Raise the Fermi level of both spins by a small $\eta$. The impurity carries a spin but has no freedom to change its charge. By Friedel's rule the displaced charge is $\sum_\sigma\delta_\sigma/\pi$ at the Fermi level, so this sum must stay fixed. Both spins are equivalent, so each phase shift stays at $\pi/2$. In (1) we have $\varepsilon=\eta$ and $\sum\delta n_{-\sigma}=\nu\eta$, hence $\alpha\eta-\phi\nu\eta=0$. ∎

The Kondo resonance thus moves with the Fermi level. This fails when the impurity charge can fluctuate appreciably.

**Lemma 2.** With definition (2), $\alpha=\pi/(4k_BT_K)$.

*Proof.* Let a uniform field $B$ act with the same $g$ on impurity and electrons, through $-g\mu_BBS_z$, where $S_z$ is the total spin. This term commutes with the Hamiltonian, so (1) keeps its form if $\varepsilon$ is the energy without the Zeeman part. Write $h=g\mu_BB/2$. Spin $\sigma$ is now filled up to $\varepsilon=\sigma h$, and the opposite spin has $\sum\delta n_{-\sigma}=-\sigma\nu h$. At the Fermi level

$$\delta_\sigma=\frac{\pi}{2}+\sigma\alpha h+\sigma\phi\nu h=\frac{\pi}{2}+2\sigma\alpha h.$$

Friedel's rule gives $\delta_\sigma/\pi$ displaced electrons of spin $\sigma$. The impurity moment is

$$M=\frac{g\mu_B}{2}\,\frac{\delta_\uparrow-\delta_\downarrow}{\pi}
=\frac{g\mu_B}{2}\,\frac{4\alpha h}{\pi}=\frac{(g\mu_B)^2\alpha}{\pi}B.$$

Comparison with (2) gives $\alpha/\pi=1/(4k_BT_K)$. ∎

Half of this response comes from the energy slope and half from the interaction. Without the interaction, the same $\alpha$ would give half the susceptibility.

## The interaction and the inelastic loss

Take as basis the scattering states that already contain the phase shift $\pi/2$. Let $\psi_\sigma=\sum_kc_{k\sigma}$ be their sum over levels, and write the interaction as $U\psi_\uparrow^\dagger\psi_\uparrow\psi_\downarrow^\dagger\psi_\downarrow$, normal ordered with respect to the Fermi sea. Its mean-field part acts on spin $\sigma$ as a potential $V=U\sum\delta n_{-\sigma}$. To first order such a potential shifts every level by $V$. The level spacing is $1/\nu$, and a shift by one full spacing upward corresponds to a phase shift of $-\pi$. Therefore $\delta=-\pi\nu V$, and comparison with (1) gives

$$\phi=\pi\nu U,\qquad U=\frac{\alpha}{\pi\nu^2},\tag{4}$$

where Lemma 1 was used. In thermal equilibrium at zero field $\sum\delta n_\sigma=0$, because electrons above the Fermi level balance holes below it. The mean-field term then vanishes, but collisions remain.

**Lemma 3.** In one passage past the impurity, a quasiparticle of energy $\varepsilon$ is lost from the elastic channel with probability

$$P=2\alpha^2\left(\varepsilon^2+\pi^2k_B^2T^2\right).\tag{5}$$

*Proof.* The quasiparticle strikes one of opposite spin at $\varepsilon_1$, and the two leave at $\varepsilon_2$ and $\varepsilon_3$. If $\Gamma_{\rm out}$ is the rate of this process and $\Gamma_{\rm in}$ that of the reverse one, the occupation obeys $\dot n=-n\Gamma_{\rm out}+(1-n)\Gamma_{\rm in}$. A deviation from equilibrium therefore decays at the rate $\Gamma=\Gamma_{\rm out}+\Gamma_{\rm in}$. The golden rule gives $\Gamma=(2\pi/\hbar)U^2\nu^3I$, with

$$I=\int d\varepsilon_1d\varepsilon_2d\varepsilon_3\,\delta(\varepsilon+\varepsilon_1-\varepsilon_2-\varepsilon_3)
\left[f_1(1-f_2)(1-f_3)+(1-f_1)f_2f_3\right].$$

Measure energies in $k_BT$, with $x=\varepsilon/k_BT$ and $f(y)=1/(e^y+1)$, and put $w=x+x_1=x_2+x_3$. The second product equals the first times $e^{x_1-x_2-x_3}=e^{-x}$. For the integral over $x_2$ use

$$[1-f(y)][1-f(w-y)]=\frac{f(y-w)-f(y)}{1-e^{-w}},$$

which follows on putting the right side over a common denominator. The integral of $f(y-w)-f(y)$ over $y$ is $w$. Since $x_1=w-x$,

$$\frac{I}{(k_BT)^2}=\int_{-\infty}^{\infty}dw\,w\,\frac{(1+e^{-x})f(w-x)}{1-e^{-w}}
=\int_{-\infty}^{\infty}dw\,w\left[\frac{1}{e^w-1}+f(w-x)\right].$$

The last step is again a common denominator. Differentiation with respect to $x$ gives $\int w[-f'(w-x)]dw=x$, because $-f'$ is even and has unit area. At $x=0$ the integrand is even, and

$$\frac{I(0)}{(k_BT)^2}=2\int_0^\infty dw\left[\frac{w}{e^w-1}+\frac{w}{e^w+1}\right]
=2\left(\frac{\pi^2}{6}+\frac{\pi^2}{12}\right)=\frac{\pi^2}{2}.$$

Hence $I=(\varepsilon^2+\pi^2k_B^2T^2)/2$. Levels spaced by $1/\nu$ belong to a wave packet that returns to the impurity after the time $2\pi\hbar\nu$. The loss per passage is

$$P=2\pi\hbar\nu\,\Gamma=4\pi^2\nu^4U^2I=4\alpha^2I,$$

where (4) gave $\nu^4U^2=\alpha^2/\pi^2$. This is (5). ∎

## From the S matrix to the resistivity

**Lemma 4.** Relative to the largest possible elastic s-wave scattering, the scattering strength is

$$s(\varepsilon)=1-\alpha^2\varepsilon^2-\frac P4.\tag{6}$$

*Proof.* For an s wave of wave number $k$ with elastic amplitude $S$, the elastic cross-section is $(\pi/k^2)|1-S|^2$ and the inelastic one is $(\pi/k^2)(1-|S|^2)$. Their sum is $(2\pi/k^2)(1-\mathrm{Re}\,S)$. The unitary limit $S=-1$ gives $4\pi/k^2$, so $s=(1-\mathrm{Re}\,S)/2$. Here

$$S=\sqrt{1-P}\,e^{2i(\pi/2+\alpha\varepsilon)}=-\sqrt{1-P}\,e^{2i\alpha\varepsilon},$$

$$\mathrm{Re}\,S=-\left(1-\frac P2\right)\left(1-2\alpha^2\varepsilon^2\right)=-1+\frac P2+2\alpha^2\varepsilon^2$$

to second order, which gives (6). Second-order terms in the phase shift itself would enter $\mathrm{Re}\,S$ beyond this order, because the cosine is stationary at $S=-1$. ∎

It may seem odd that inelastic collisions lower the resistivity. At $\varepsilon=0$ the elastic strength is $|1-S|^2/4=1-P/2$ to first order in $P$, while the inelastic strength is $(1-|S|^2)/4=P/4$. A lost wave no longer interferes with the incident one, so the elastic cross-section falls by twice what the inelastic one gains. For a weak scatterer, with $S$ near $+1$, the same loss would raise the total.

*Proof of the theorem.* Particles leaving an s-wave scatterer carry no average current, so each scattering event removes the current of the incident electron. The transport rate is $1/\tau=s/\tau_0$, with $\tau_0$ its unitary value. The Boltzmann equation gives

$$\frac{\sigma(T)}{\sigma(0)}=\left\langle\frac1s\right\rangle,\qquad
\langle A\rangle=\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)A(\varepsilon).$$

Variations of electron velocity and band density over $k_BT$ are neglected; they matter on the scale of the Fermi energy. Integration by parts gives

$$\langle\varepsilon^2\rangle=4(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2}{3}(k_BT)^2.$$

The elastic and inelastic parts of $1-\langle s\rangle$ are

$$\alpha^2\langle\varepsilon^2\rangle=\frac{\pi^2}{3}(\alpha k_BT)^2,\qquad
\frac{\langle P\rangle}{4}=\frac12\left(\frac{\pi^2}{3}+\pi^2\right)(\alpha k_BT)^2=\frac{2\pi^2}{3}(\alpha k_BT)^2.$$

Their sum is $\pi^2(\alpha k_BT)^2$. To this order $\langle1/s\rangle=1+\pi^2(\alpha k_BT)^2$, and its inverse is

$$\frac{\rho(T)}{\rho(0)}=1-\pi^2(\alpha k_BT)^2.\tag{7}$$

Inserting $\alpha=\pi/(4k_BT_K)$ gives (3). ∎

**Remark on definitions.** The coefficient has no meaning apart from (2). If another convention uses $T_K'=\lambda T_K$, the coefficient of $(T/T_K')^2$ is $\lambda^2\pi^4/16$. Equation (7) avoids the choice, since it contains only the phase-shift slope. Here $1/\alpha$ is the half width at half maximum of a Lorentzian quasiparticle resonance with this slope and without collisions; the full spectral peak, which includes them, need not have this width.

**Remark on range.** Equation (3) would reach zero at $T=(4/\pi^2)T_K\approx0.41\,T_K$. That zero has no physical meaning: the neglected powers of $T/T_K$ matter before it is reached.

## Numerical tests of the two halves

The first half, Lemmas 1 and 2, was tested on the symmetric Anderson model, whose impurity orbital forms a local moment when its repulsion is large. In units of the half bandwidth, the bare repulsion was 0.2 and the bare level width 0.02. A numerical renormalization group calculation gave a quasiparticle width $\Delta_{\rm qp}=1/\alpha=1.286\times10^{-3}$.

On this resonance the density of states per spin is $1/(\pi\Delta_{\rm qp})$. It replaces $\nu$ in $\pi\nu^2U=\alpha$, so the predicted quasiparticle repulsion is $U_{\rm qp}=\pi\Delta_{\rm qp}$. The calculation gave $U_{\rm qp}/(\pi\Delta_{\rm qp})=1.007$. Its response of impurity spin to a local field, multiplied by $\pi\Delta_{\rm qp}$, was 1.006, where Lemma 2 requires 1. Local and total impurity susceptibilities are taken as equal here, as is appropriate to a wide flat band. Both ratios lie slightly above 1. Residual charge motion cannot cause this: if the impurity charge can follow the Fermi level, the argument of Lemma 1 gives $\nu\phi<\alpha$, which lowers both ratios.

These values belong to a chain of 18 sites. With 22 sites the width falls by 0.7% and the repulsion ratio becomes 0.996, so its excess over 1 came from the finite chain. The susceptibility ratio instead rises to 1.014. This deviation is comparable with the bare level width divided by the half bandwidth, 0.02. When the bare repulsion and level width are both reduced fourfold, on a chain of 24 sites, the ratio falls to within 0.2% of 1. The excess therefore comes from the finite band: the assumed equality of local and total susceptibilities relies on a very wide one.

If the computed repulsion is kept instead of its limiting value, the inelastic part scales as $U_{\rm qp}^2$ and the coefficient becomes

$$\left(\frac{\pi k_BT_K}{\Delta_{\rm qp}}\right)^2\frac{1+2(U_{\rm qp}/\pi\Delta_{\rm qp})^2}{3}=6.07.$$

Here $k_BT_K=1.004\times10^{-3}$ comes from the computed susceptibility. The theorem gives $\pi^4/16=6.088$. With 22 sites the computed value becomes 5.89. With a longer chain and a finer logarithmic discretization (parameter 3 instead of 4) it becomes 5.86, and the width lies about 1% below the value quoted above. The agreement should therefore be read as one within 3 to 4%, not to the digits shown. This tests the constants that enter the transport formula; it is not a direct calculation of the resistivity of the Anderson model.

The second half was tested without the S matrix. The quasiparticle Green function was given a resonance width and a collision rate integrated numerically over a Lorentzian density of states, with $U_{\rm qp}=\pi\Delta_{\rm qp}$. At $k_BT=0.01\,\Delta_{\rm qp}$ the coefficient was 6.07, and 2.03 with collisions switched off. The elastic share was 0.334, against one third from the theorem.

## A second case: weak potential scattering

**Proposition.** Let ordinary potential scattering add a constant $\delta_p$ to the phase shift, leaving $\alpha$ and the inelastic loss unchanged. Then, for $|\delta_p|$ well below $\pi/2$,

$$\frac{\rho(T)}{\rho(0)}=1-\frac{\pi^4}{16}\left(1+\frac{\tan^2\delta_p}{3}\right)\left(\frac{T}{T_K}\right)^2,\tag{8}$$

where $\rho(0)$ is itself multiplied by $\cos^2\delta_p$.

*Proof.* Now $S=-\sqrt{1-P}\,e^{2i(\delta_p+\alpha\varepsilon)}$. The cosine is no longer stationary here, so a second-order term in the phase shift would matter. There is none: particle-hole symmetry of the Kondo part makes its phase shift, measured from $\pi/2$, odd in $\varepsilon$, and potential scattering adds only a constant. Expansion of $s=(1-\mathrm{Re}\,S)/2$ gives

$$s=\cos^2\delta_p-\alpha\varepsilon\sin2\delta_p-\cos2\delta_p\left(\alpha^2\varepsilon^2+\frac P4\right).$$

Put $q=\pi^2(\alpha k_BT)^2$. The bracket averages to $q$, and $\langle\alpha^2\varepsilon^2\rangle=q/3$. The linear term averages to zero, but its square survives in $\langle1/s\rangle$:

$$\cos^2\delta_p\left\langle\frac1s\right\rangle
=1+\frac{\cos2\delta_p}{\cos^2\delta_p}q+\frac{\sin^22\delta_p}{\cos^4\delta_p}\frac q3
=1+\left(1-\tan^2\delta_p+\frac43\tan^2\delta_p\right)q.$$

Inversion gives (8). ∎

For $\delta_p=0.1$ rad the relative coefficient rises by 0.34%, while $\rho(0)$ falls by 1.0%. At such a small phase shift the relative drop is thus less sensitive to potential scattering than the residual resistivity.

## Worked example

Take $T_K=20$ K, a free-electron host with $k_F=13.5\ \mathrm{nm^{-1}}$, and 100 ppm of impurities per conduction electron. The thermal scale is $k_BT_K=1.7235$ meV, so

$$\alpha=\frac{\pi}{4\times1.7235\ \mathrm{meV}}=0.456\ \mathrm{rad/meV}.$$

For $g=2$, (2) gives an impurity moment of $0.034\,\mu_B$ per tesla.

For an impurity fraction $c$ and electron density $n$, the unitary rate is $1/\tau_0=cn(\hbar k_F/m)(4\pi/k_F^2)$. Substitution in $\rho(0)=m/(ne^2\tau_0)$ yields

$$\rho(0)=\frac{4\pi\hbar c}{e^2k_F}=38.2\ \mathrm{n\Omega\,cm},$$

with $\tau_0=1.12$ ps. At 1 K the relative drop is $6.088\times(1/20)^2=0.0152$, or $0.58\ \mathrm{n\Omega\,cm}$, which leaves $37.7\ \mathrm{n\Omega\,cm}$. At 2 K equation (3) gives a drop four times larger and a resistivity of $35.9\ \mathrm{n\Omega\,cm}$, but the next order in temperature, sized below, can already change the last digit there.

Read in reverse, a drop of 0.0152 at 1 K gives $T_K=(\pi^2/4)(1\ \mathrm K)/\sqrt{0.0152}=20$ K. The elastic coefficient alone would return $20/\sqrt3=11.5$ K.

The neglected effects at 1 K can be sized as follows.

- **Next order in temperature.** If its coefficient is one to three times the square of the first, it contributes 2 to $7\times10^{-4}$ of $\rho(0)$. At 2 K the same estimate gives 0.1 to $0.4\ \mathrm{n\Omega\,cm}$. This is a rough size, not a bound.
- **Coupling between impurities.** The sphere that holds one impurity on average has radius $r=3.1$ nm. For an exchange coupling $J$ and a host density of states $\nu_h$ per volume and spin, the envelope of the indirect coupling is $(\nu_hJ)^2/(8\pi\nu_hr^3)$. The rough Kondo estimate $\nu_hJ\approx1/\ln(T_F/T_K)=0.12$, with $T_F=8.1\times10^4$ K, gives 0.03 K, far below $T_K$. For random placement the mean nearest-neighbour distance is 2.7 nm, which gives 0.04 K, and about 0.1% of the impurities have a neighbour close enough for this estimate to exceed $T_K$.
- **Phonons.** The Bloch law, with a rough Debye temperature of 300 K and a rough room-temperature resistivity of $2000\ \mathrm{n\Omega\,cm}$, gives $4\times10^{-7}\ \mathrm{n\Omega\,cm}$. This is negligible beside the Kondo drop.

These parameters lie in the regime of dilute 3d impurities in monovalent noble metals, where Kondo temperatures range, roughly, from far below 1 K to hundreds of kelvin. The assumption such alloys break most clearly is that of one s-wave channel and spin one half: the ions have d orbitals and often larger spins. If all five d orbitals scattered with phase shift $\pi/2$ and no other partial wave did, the residual resistivity would be five times larger, about $190\ \mathrm{n\Omega\,cm}$. The temperature coefficient would then need its own interaction constants, and (3) cannot be carried over without them.

Nonmagnetic defects add a further caution. If they add a constant rate $r_d/\tau_0$, then to second order $1/\langle1/(r_d+s)\rangle=r_d+\langle s\rangle$ in the particle-hole symmetric case. The absolute drop is unchanged, but it must be divided by the Kondo part of the residual resistivity, not by the total, before (3) is used to find $T_K$. The values behind this example are collected in the numerical output below.

## Numbers as computed

```
NRG bare U, Delta (half bandwidth): 0.2, 0.02
NRG quasiparticle width (half bandwidth): 1.2862e-03
NRG T_K from susceptibility (half bandw.): 1.0037e-03
NRG U_qp/(pi Delta_qp), Kondo limit 1: 1.007
NRG chi*pi*Delta_qp, predicted 1: 1.006
T^2 coefficient with NRG parameters: 6.07
collision integral at eps=0 (k_B T)^2: 4.9348
T^2 coefficient, pi^4/16: 6.0881
T^2 coefficient, Green function: 6.0725
T^2 coefficient, elastic part only: 2.0287
elastic share of the coefficient: 0.3341
T_K (K): 20.0
k_F (1/nm): 13.5
impurities per electron (ppm): 100
electron density (1/nm^3): 83.10
Fermi temperature (K): 8.058e+04
k_B T_K (meV): 1.7235
phase-shift slope alpha (rad/meV): 0.4557
moment per field, g=2 (mu_B/T): 0.0336
unitary scattering time (ps): 1.117
rho(0) (nanoohm cm): 38.241
factor at 0.5 K: 0.99619
rho at 0.5 K (nanoohm cm): 38.096
factor at 1.0 K: 0.98478
rho at 1.0 K (nanoohm cm): 37.659
factor at 2.0 K: 0.93912
rho at 2.0 K (nanoohm cm): 35.913
T^2 drop at 1 K (nanoohm cm): 0.5820
relative T^2 drop at 1 K: 0.01522
rough next order, drop squared: 2.32e-04
potential phase shift tried (rad): 0.1
coefficient factor from it: 1.00336
rho(0) factor from it: 0.9900
typical impurity spacing (nm): 3.06
rough Kondo coupling nu*J: 0.120
rough impurity-impurity coupling (K): 0.0260
Debye temperature, rough (K): 300
host rho at 300 K, rough (nanoohm cm): 2000
phonon rho at 1 K (nanoohm cm): 4.3e-07
```
